The Double-Harmonic Vibrational Polarizability, Infrared Intensities and CO2

**The decision at stake**

A standard electronic-structure calculation of a polarizability keeps the nuclei fixed. Before the result is used for a molecule in a static field, one must decide whether to add the response of the nuclei. For CO2, at the level of theory used below, the nuclear term is about 10% of the electronic one in a static field. For light of photon energy 2 eV it is about −0.1% of the static electronic value. This nuclear term can therefore be negligible for optical refraction and important for a static dielectric response. An optical value still needs the electronic polarizability at the light frequency, which is not computed here. A second nuclear-motion correction, the averaging of the electronic polarizability over the zero-point vibration, is also left out. It lacks the 1/ω² suppression found below for the pure vibrational term, and for CO2 it is of order 1% of the electronic value, larger than the pure vibrational term at 2 eV.

In the double-harmonic model defined below, the nuclear term needs no new electronic quantity if an infrared spectrum has already been computed. It follows from the vibrational frequencies and the dipole derivatives that determine the infrared intensities.

**Conventions and the two parts of the response**

The algebra uses atomic units, with ħ = e = m_e = 4πε₀ = 1 and speed of light c. The molecule is neutral, has a closed electronic shell and has no permanent dipole at equilibrium. A uniform field F adds −μ·F to the Hamiltonian. Indices a and b denote axes fixed in the molecule, whose orientation is held fixed until absorption is averaged over directions.

The static polarizability α_ab is defined by the energy to second order in the field:

E(F) = E(0) − ½ Σ_ab α_ab F_a F_b.

Second-order perturbation theory gives the energy change −Σ_n |⟨0|μ·F|n⟩|²/(E_n − E_0), where n runs over the excited states. Comparison with the definition, for real wavefunctions, gives

α_ab = 2 Σ_{n≠0} ⟨0|μ_a|n⟩⟨n|μ_b|0⟩/(E_n − E_0).

The factor 2 cancels the ½ in the definition.

In the Born-Oppenheimer picture each state n is an electronic state with a vibrational level. The sum then has two parts. Terms with an excited electronic state give the electronic polarizability. If their energy gaps are replaced by the electronic gaps at each fixed geometry, this part is the clamped-nuclei polarizability averaged over the vibrational motion. Its value at the equilibrium geometry is what the standard calculation supplies.

Terms that stay in the electronic ground state but change the vibrational level v give the pure vibrational polarizability:

α^v_ab = 2 Σ_{v≠0} ⟨0|μ_a|v⟩⟨v|μ_b|0⟩/(E_v − E_0).

Here μ_a is the ground-state dipole as a function of the nuclear positions. The rest of the derivation concerns this part.

**The two harmonic assumptions**

Let u be the column of all Cartesian nuclear displacements, H the matrix of second derivatives of the energy, and P the matrix of dipole derivatives, P_ai = ∂μ_a/∂u_i. The double-harmonic model keeps the first non-vanishing terms:

V = ½ uᵀHu,  μ = Pu.

The first assumption is mechanical and the second electrical. There is no constant in μ because the permanent dipole is zero.

Multiplying each displacement by the square root of its nuclear mass makes the kinetic energy a plain sum of squares. An orthogonal rotation then diagonalizes the potential. The resulting coordinates Q_k are the mass-weighted normal coordinates, with

H_vib = ½ Σ_k [(momentum_k)² + ω_k² Q_k²],

μ_a = Σ_k D_ak Q_k,  D_ak = ∂μ_a/∂Q_k.

Some coordinates have ω_k = 0: the rigid translations and rotations. They must not produce a division by zero. A translation changes the dipole by the total charge times the displacement, which vanishes for a neutral molecule. A rotation turns the permanent dipole, which is also zero here. These motions therefore have D_ak = 0 and are omitted. For a polar molecule the rotations do couple to the field, and an orientational response must be treated separately.

**The sum over vibrational states**

For one oscillator the coordinate is Q_k = (a_k + a_k†)/√(2ω_k), where a_k lowers and a_k† raises the quantum number by one. Acting on the ground state, the lowering term gives zero and the raising term gives the level with one quantum. Hence

⟨1_k|Q_k|0⟩ = 1/√(2ω_k),

⟨1_k|μ_a|0⟩ = D_ak/√(2ω_k).

No other excited level is reached, because μ is a sum of terms each linear in a single Q_k. The energy gap is ω_k. Inserting both facts,

α^v_ab = 2 Σ_k [D_ak D_bk/(2ω_k)] (1/ω_k),

which is

α^v_ab = Σ_k D_ak D_bk/ω_k².

One power of ω_k comes from the squared zero-point amplitude and the other from the energy denominator. For equal dipole derivatives D_ak, a softer mode thus contributes more for two reasons: it moves farther, and its excitation costs less energy.

**Why temperature drops out**

Suppose mode k starts in level n. The squared matrix element of Q_k is (n+1)/(2ω_k) for the upward step, with gap +ω_k, and n/(2ω_k) for the downward step, with gap −ω_k. The contribution of this mode is

2 D_ak D_bk [(n+1)/(2ω_k²) − n/(2ω_k²)] = D_ak D_bk/ω_k².

The level number cancels, so every thermal average gives the same value. The field does not alter the populations to first order either: the dipole changes one mode by one quantum, so it has no matrix element within a set of levels of equal energy.

This cancellation belongs to the double-harmonic model. With anharmonic terms the levels need not respond equally, and a temperature dependence can appear.

**An oscillating field**

For a quadratic potential and a linear dipole, the mean coordinate obeys the classical equation of motion whatever the initial state:

d²⟨Q_k⟩/dt² = −ω_k²⟨Q_k⟩ + Σ_b D_bk F_b(t).

With F_b(t) = F_b cos ωt, try ⟨Q_k⟩ = q cos ωt. The equation becomes −ω²q = −ω_k²q + Σ_b D_bk F_b, so

q = Σ_b D_bk F_b/(ω_k² − ω²).

The induced dipole is Σ_k D_ak⟨Q_k⟩, and therefore

α^v_ab(ω) = Σ_k D_ak D_bk/(ω_k² − ω²).

For ω much smaller than every ω_k this returns the static result. For ω much larger than every ω_k it tends to −Σ_k D_ak D_bk/ω². The nuclei then move in opposite phase to the force, and their response is small and negative. Close to the frequency ω_k of a mode with non-zero dipole derivative the expression diverges because the model has no line width, so it must not be used there. A mode whose D_ak all vanish gives no pole.

**The same result from relaxed nuclei**

The static formula can also be obtained without vibrational levels. In a static field, the part of the energy that depends on the displacements is, to second order,

W(u) = ½ uᵀHu − FᵀPu.

In normal coordinates this is

W = Σ_k [½ ω_k² Q_k² − (Σ_a F_a D_ak) Q_k].

Setting the derivative with respect to Q_k to zero gives Q_k = (Σ_a F_a D_ak)/ω_k². Substituting this back, the quadratic term is half the size of the linear term and has the opposite sign, so

W_min = −½ Σ_k (Σ_a F_a D_ak)²/ω_k² = −½ Σ_ab F_a α^v_ab F_b.

The vibrational polarizability is thus the extra response gained when the nuclei settle into their new equilibrium positions.

Two consequences follow. First, the Cartesian form of W contains no masses, and a minimum does not depend on the coordinates used to find it. The static α^v is therefore the same for all isotopologues, although the ω_k and D_ak in general change.

Second, the result for relaxed classical nuclei does not require a harmonic potential at this order, provided every vibration has a non-zero stiffness. The displacement is then proportional to F, so a cubic term in the potential contributes at order F³. So do a quadratic term in the dipole and a change of the electronic polarizability with geometry. Anharmonicity can still alter the quantum result at order F², because the nuclei have zero-point and thermal motion even without a field.

**From dipole derivatives to infrared intensities**

Let a weak pulse with field f(t) along the unit vector e act on the vibrational ground state. Define its Fourier amplitude by

g(ω) = ∫ f(t) exp(iωt) dt.

First-order perturbation theory gives the amplitude for one quantum in mode k as i⟨1_k|μ·e|0⟩g(ω_k). The factor i does not affect the probability. The absorbed energy is ω_k times the probability:

ω_k [(D_k·e)²/(2ω_k)] |g(ω_k)|² = ½ (D_k·e)² |g(ω_k)|²,

where D_k is the vector with components D_ak. In a gas the molecules point in all directions. The average of e_a e_b is then zero for a ≠ b and 1/3 for a = b, since the three squares add up to one. The mean absorbed energy is

|D_k|² |g(ω_k)|²/6.

The same energy can be written with the absorption cross-section σ(ω). In these units the energy passing through unit area is (c/4π)∫f² dt. By Parseval's theorem, and because f is real,

∫ f² dt = (1/π) ∫₀^∞ |g(ω)|² dω.

The energy per area and per unit frequency is therefore c|g(ω)|²/(4π²). If the absorption line is narrow compared with the spectrum of the pulse, the absorbed energy is

S_k c|g(ω_k)|²/(4π²),  S_k = ∫ σ_k(ω) dω.

Equating the two expressions and cancelling |g(ω_k)|²,

S_k = (4π²/c)|D_k|²/6 = 2π²|D_k|²/(3c).

The mean polarizability is one third of the trace of the tensor, so |D_k|² is the combination it needs:

ᾱ^v = (1/3) Σ_k |D_k|²/ω_k² = (c/2π²) Σ_k S_k/ω_k².

An intensity measures |D_k|² without the factor 1/ω_k². A weak band at low frequency can therefore matter as much as a strong band at high frequency. An orientation-averaged intensity does not reveal the direction of D_k, so by itself it gives the mean and not the separate tensor components.

**Working formula for tabulated intensities**

Define the molar intensity of band k as A_k = N_A ∫σ_k dν̃, where N_A is the Avogadro constant and ν̃ the wavenumber. Here σ is defined by exponential attenuation, with the natural logarithm. Since ω = 2πcν̃, we have S_k = 2πc A_k/N_A. Hence

ᾱ^v = (c/2π²) Σ_k (2πc A_k/N_A)/(4π²c²ν̃_k²) = Σ_k A_k/(4π³ N_A ν̃_k²).

The speed of light has cancelled. A_k/N_A is a length and 1/ν̃_k² is a length squared, so the result is a polarizability volume in any consistent units. With the mode energy E_k = hcν̃_k, where h is the Planck constant,

ᾱ^v = C Σ_k A_k/E_k²,  C = (hc)²/(4π³N_A).

For A in km/mol, E in eV and the result in Å³, C = 2.058 × 10⁻⁵ Å³ eV² mol/km.

**Reducing CO2 to three springs**

Let z be the molecular axis. For each direction a, define the displacement of carbon from the midpoint of the oxygens:

s_a = u_a(C) − ½[u_a(O1) + u_a(O2)].

It is unchanged by translations and, to first order, by rotations. There are three nuclear displacements across the axis in the x direction. One combination is a translation and one a rotation, so s_x is the only vibration left; s_y is its equal partner. Along z, one combination is a translation, and the other two are s_z and the symmetric stretch. Inversion through carbon reverses s_z and leaves the symmetric stretch unchanged, so they do not mix in the symmetric isotopologue. Inversion also forbids the symmetric stretch from producing a dipole.

Let K_a be the stiffness for s_a and Z_a = ∂μ_a/∂s_a. Moving carbon alone by s gives the same internal displacement as the vibration. Both constants can therefore be found by moving carbon and computing the energy with and without a field.

In the vibration the two oxygens move together against carbon with zero total momentum. The kinetic energy is that of a two-body problem, ½m_r(ds/dt)², with

m_r = 2m_O m_C/(2m_O + m_C).

Thus Q = √m_r s, ω_a² = K_a/m_r and ∂μ_a/∂Q = Z_a/√m_r. The general formula becomes

α^v_aa = (Z_a²/m_r)/(K_a/m_r) = Z_a²/K_a,

and the mass cancels explicitly.

**Numbers for CO2**

The electronic energies come from frozen-core MP2 with the aug-cc-pVDZ basis. This level omits correlation beyond second order, correlation of the 1s cores and the remaining basis-set correction, so the values are not experimental ones. The computed bond length is 1.180 Å. The other input values are:

K_z = 181.7 eV/Å², Z_z = 2.254 e

K_x = 13.80 eV/Å², Z_x = 0.438 e

With m_O = 15.995 u and m_C = 12 u,

m_r = 2 × 15.995 × 12/(31.990 + 12) = 8.727 u.

The mode energies are 0.0813 eV for the bend and 0.2950 eV for the antisymmetric stretch. Since both have the same m_r, their ratio should be √(K_x/K_z) = √(13.80/181.7) = 0.276, and 0.0813/0.2950 is also 0.276.

The integrated cross-sections over photon energy are 8.82 × 10⁻⁶ eV Å² for the two bend components together and 1.169 × 10⁻⁴ eV Å² for the stretch. In molar form these are 42.9 and 567.7 km/mol. The working formula gives

bend: 2.058 × 10⁻⁵ × 42.86/(0.08129)² = 0.1335 Å³,

stretch: 2.058 × 10⁻⁵ × 567.7/(0.2950)² = 0.134 Å³.

The sum is ᾱ^v = 0.268 Å³, or 1.81 atomic units.

The two contributions are nearly equal although the stretch band is about 13 times as intense. The squared energies also differ by a factor of about 13, and the two factors almost cancel. Nothing in the derivation requires this near equality; it follows from the values of K and Z for this molecule.

Symmetry supplies the directions that the intensities alone do not. The stretch contributes only to zz, so α^v_zz is three times its part of the mean: 3 × 0.1342 = 0.403 Å³. The bend pair contributes equally to xx and yy, so α^v_xx = 3 × 0.1335/2 = 0.200 Å³. The spring formula predicts the ratio of these components independently of any unit conversion:

(Z_z/Z_x)²(K_x/K_z) = (2.254/0.438)² × (13.80/181.7) = 2.01,

in agreement with 0.403/0.200.

The clamped-nuclei electronic components are 4.23 Å³ along the axis and 1.84 Å³ across it, with mean 2.64 Å³. The nuclear contribution is 0.268/2.638 = 10% of this mean. It also increases the static anisotropy, zz minus xx, by 0.20 Å³ on top of the electronic 2.39 Å³.

At a photon energy of 2 eV, each part of the static mean is multiplied by E_k²/(E_k² − 4 eV²). The result is −0.0032 Å³, of which the stretch supplies

0.134 × 0.0870/(0.0870 − 4) = −0.0030 Å³.

The sign is negative because the light oscillates faster than either infrared-active mode.

**Checks on the physical picture**

In a static field of 0.2057 V/Å, balancing the electric force Z_aF against the restoring force K_a s_a predicts the carbon displacements

along z: 2.254 × 0.2057/181.7 = 0.00255 Å,

along x: 0.438 × 0.2057/13.80 = 0.0065 Å.

Minimizing the computed energy in the field, with carbon free to move along the field and both oxygens held fixed, gives 0.00255 and 0.0065 Å. The corresponding energy lowering gives 0.403 Å³ for zz and 0.201 Å³ for xx. The small difference in xx, 0.2% of the formula value, is of the size produced by the finite displacement step of 0.04 bohr used for K_x and Z_x, so the third digit of the formula value is uncertain.

Replacing one ¹⁶O by ¹⁸O lowers the antisymmetric-stretch energy from 0.2950 to 0.2928 eV. The mean static α^v remains 0.268 Å³, as the absence of masses from the relaxation energy requires. Thermal sums over numerically computed oscillator levels give the same xx component, 0.200 Å³, at 300 K and 1000 K. The numerical check also tests the absorption formula by propagating an oscillator through a pulse.

**Where the result needs care**

For small relative errors δZ/Z and δK/K, the relation α^v = Z²/K gives

δα^v/α^v ≈ 2δZ/Z − δK/K.

A 5% error in a dipole derivative thus produces a 10% error in that component.

Torsions and inversions with low barriers need particular caution. If such a motion changes the dipole to first order, its small stiffness can make the formula large. Its wide motion can also leave the region where a quadratic potential and a linear dipole are valid. Such a mode should be treated with its actual potential and dipole function.

In CO2, two bend quanta cost 2 × 0.0813 = 0.1626 eV, close to the computed symmetric-stretch energy of 0.1618 eV, and cubic coupling can mix these nearly degenerate levels. The double-harmonic model leaves this mixing out. It matters for the spectrum, but it puts no small denominator into the ground-state sum for α^v: both levels are even under inversion, and the dipole connects the even ground state only to odd levels. The ordinary anharmonic correction to α^v has not been computed here.

Calculated quantities

```
CO2, frozen-core MP2/aug-cc-pVDZ; z = molecular axis
mass of C: 12.000000 u
mass of 16O: 15.994915 u
mass of 18O: 17.999160 u
reduced mass of C against both O: 8.7265 u
C-O bond length: 1.1802 angstrom
K_z, carbon along axis: 181.723 eV/angstrom^2
K_x, carbon across axis: 13.796 eV/angstrom^2
K_sym, both bonds together: 200.463 eV/angstrom^2
Z_z, carbon dipole derivative: 2.2542 e
Z_x, carbon dipole derivative: 0.4380 e
bend energy: 0.08129 eV
symmetric stretch energy: 0.16185 eV
antisymmetric stretch energy: 0.29504 eV
Integrated cross-section over photon energy, and molar intensity
bend, both components: 8.8245e-06 eV angstrom^2
antisymmetric stretch: 1.1687e-04 eV angstrom^2
bend, both components: 42.86 km/mol
antisymmetric stretch: 567.67 km/mol
Static polarizability volumes
vibrational zz: 0.4026 angstrom^3
vibrational xx: 0.2002 angstrom^3
bend part of mean: 0.1335 angstrom^3
stretch part of mean: 0.1342 angstrom^3
vibrational mean: 0.2677 angstrom^3
vibrational mean, converted: 1.807 atomic units
electronic zz: 4.231 angstrom^3
electronic xx: 1.842 angstrom^3
electronic mean: 2.638 angstrom^3
vibrational/electronic mean: 10.15 percent
intensity factor: 2.05813e-05 angstrom^3 eV^2 mol/km
Relaxation of carbon in a finite field
field: 0.2057 V/angstrom
carbon shift, field along z: 0.00255 angstrom
carbon shift, field along x: 0.00654 angstrom
relaxation zz: 0.4026 angstrom^3
relaxation xx: 0.2006 angstrom^3
Thermal sum over states, xx
at 300 K: 0.2002 angstrom^3
at 1000 K: 0.2002 angstrom^3
photon energy: 2.0 eV
vibrational mean at this photon energy: -0.00321 angstrom^3
Isotopologue 16O-12C-18O
antisymmetric stretch energy: 0.29285 eV
vibrational mean: 0.2677 angstrom^3
```
